# The Jahn-Teller selection rule for $O_h$, $T_d$ and linear molecules, part 3

An angular overlap model of one d electron illustrates which vibrations split degenerate levels linearly. Its parameters are $e_\sigma=0.8$ eV and $e_\pi=0.2$ eV at bond length $R=2.0$ Å, scaling as $r^{-n}$, $n=5$; $\zeta=0.05$ eV; $K=15$ eV/Å$^2$. Primes are bond-length derivatives.

Orbitals are tensors: $\mathsf T_{z^2}=\operatorname{diag}(-1,-1,2)/\sqrt6$, $\mathsf T_{x^2-y^2}=\operatorname{diag}(1,-1,0)/\sqrt2$, and $\mathsf T_{xy},\mathsf T_{xz},\mathsf T_{yz}$ with two entries $1/\sqrt2$. For a ligand along $\mathbf n$, with $\mathbf a\perp\mathbf n$, the $\sigma$ and $\pi$ amplitudes are $\sqrt{3/2}\,\mathbf n\cdot\mathsf T\mathbf n$ and $\sqrt2\,\mathbf a\cdot\mathsf T\mathbf n$. With $s_i=\mathbf n\cdot\mathsf T_i\mathbf n$,

$$V_{ij}=\sum_{\rm ligands}\Big\{\tfrac32e_\sigma s_is_j+2e_\pi\big[(\mathsf T_i\mathbf n)\cdot(\mathsf T_j\mathbf n)-s_is_j\big]\Big\}. \tag{5}$$

In the spinless octahedron $t_{2g}$ lies at $4e_\pi=0.8$ eV and $e_g$ at $3e_\sigma=2.4$ eV, $\Delta=1.6$ eV. $Q_\theta$ moves $z$ ligands out by $2Q_\theta/\sqrt{12}$, the others in by $Q_\theta/\sqrt{12}$. Slopes are $\mp F$ for $z^2,x^2-y^2$ and $2a,-a,-a$ for $xy,xz,yz$; $F=\sqrt3$, $a=0.2887$ eV/Å. A $t_{2g}$ strain gives $t_{2g}$ slopes $0,\pm b$. For $e_g$, $\rho_0=F/K$, $E_{\rm JT}=F^2/2K$.

The appendix opened with spin-orbit levels at 0.77270 eV (quartet, slopes $\pm0.2907$ eV/Å) and 0.85000 eV (doublet, slope 0). By A.7, $G_{3/2}$ splits as $(-\lambda,-\lambda,\lambda,\lambda)$.

$W_a$ is $\partial H/\partial Q_a$ within a level, $D(g)$ the level's representation, $\chi$ its character, $\langle\cdot\rangle$ the group average. Group elements $R$ have spin matrices $\pm u$. Time reversal has $\Theta^2=\varepsilon$. For $B_{ij}=\langle\Theta\psi_i|V|\psi_j\rangle$ and $\Theta V=\eta V\Theta$,

$$B_{ij}=\langle\Theta\psi_i|V\psi_j\rangle=\langle\Theta V\psi_j|\Theta^2\psi_i\rangle=\varepsilon\eta\,\langle V\Theta\psi_j|\psi_i\rangle=\varepsilon\eta\,\langle\Theta\psi_j|V\psi_i\rangle=\varepsilon\eta\,B_{ji}. \tag{2}$$

Vibrations couple through $\chi_{\rm even}$, magnetic fields through $\chi_{\rm odd}$:

$$\chi_{\rm even}(g)=\tfrac12\left[\chi(g)^2+\varepsilon\,\chi(g^2)\right],\qquad \chi_{\rm odd}(g)=\tfrac12\left[\chi(g)^2-\varepsilon\,\chi(g^2)\right]. \tag{3}$$

$$[E^2]=A_1+E,\qquad [T_1^2]=[T_2^2]=\{G_{3/2}^2\}=A_1+E+T_2,\qquad \{E_{1/2}^2\}=\{E_{5/2}^2\}=A_1. \tag{4}$$

$\chi_{\rm vib}$ is the vibrational character. Linear-molecule levels $\pm\Lambda$ split at order $|Q|^{2\Lambda}$.

### Octahedron with spin-orbit coupling

Add $\zeta\,\mathbf L\cdot\mathbf S=\zeta[L_zS_z+\tfrac12(L_+S_-+L_-S_+)]$ and use the states $|m\rangle$ of $l=2$, for which $L_\pm|m\rangle=\sqrt{6-m(m\pm1)}\,|m\pm1\rangle$. Here $|0\rangle=z^2$, $|{\pm1}\rangle$ are combinations of $xz$ and $yz$, and $|\tau\rangle=(|2\rangle-|{-2}\rangle)/\sqrt2$ is $xy$ up to a phase. From the character table $E\otimes E_{1/2}=G_{3/2}$, and $T_2\otimes E_{1/2}$ has characters $6,0,0,-\sqrt2,0$, which is $G_{3/2}+E_{5/2}$. A field with a fourfold axis along $z$ connects $m$ only to $m$ and $m\pm4$, and this remains true along $Q_\theta$.

The pair $|1{\downarrow}\rangle,|0{\uparrow}\rangle$ is closed under both terms: $\mathbf L\cdot\mathbf S|1{\downarrow}\rangle=-\tfrac12|1{\downarrow}\rangle+\tfrac{\sqrt6}2|0{\uparrow}\rangle$ and $\mathbf L\cdot\mathbf S|0{\uparrow}\rangle=\tfrac{\sqrt6}2|1{\downarrow}\rangle$. The second state belongs to $e_g\otimes$ spin, so the block describes the two $G_{3/2}$ levels. Measured from $4e_\pi$ its diagonal is $(-\zeta/2,\Delta)$ and its off-diagonal element is $c=\sqrt{3/2}\,\zeta$. The vector $(\cos\theta,-\sin\theta)$ is an eigenvector when the two rows give the same value, $-\zeta/2-c\tan\theta=\Delta-c\cot\theta$; with $\cot\theta-\tan\theta=2\cot2\theta$,

$$\tan2\theta=\frac{\sqrt6\,\zeta}{\Delta+\zeta/2}=\frac{0.12247}{1.625},\qquad\theta=0.03761,\qquad\sin^2\theta=0.001414 .$$

With $c\tan\theta=0.06124\times0.0376=0.00230$ eV, the lower level is at $0.8-0.025-0.00230=0.77270$ eV and, by the trace, the upper at $2.4+0.00230=2.40230$ eV.

Along $Q_\theta$ the block stays closed, $|1\rangle$ has slope $-a$ because $xz$ and $yz$ both do, $|0\rangle$ has slope $-F$, and the field does not connect them. The lower eigenvector has slope $-(a\cos^2\theta+F\sin^2\theta)$, and the pattern $(-\lambda,-\lambda,\lambda,\lambda)$ of A.7 gives the other three. The upper level follows with $\sin$ and $\cos$ exchanged:

$$\lambda_{\rm lower}=0.2887\times0.998586+1.7321\times0.001414=0.2883+0.0024=0.2907\ \text{eV/Å},$$

$$\lambda_{\rm upper}=\sqrt3\times0.998586+0.2887\times0.001414=1.7296+0.0004=1.7300\ \text{eV/Å}.$$

$E_{5/2}$ occurs once among the ten states, so it lies wholly in $t_{2g}\otimes$ spin and is found from $\mathbf L\cdot\mathbf S$ projected there. We have $\mathbf L\cdot\mathbf S|{-1}{\downarrow}\rangle=\tfrac12|{-1}{\downarrow}\rangle+|{-2}{\uparrow}\rangle$, whose overlap with $|\tau{\uparrow}\rangle$ is $-1/\sqrt2$, and $\langle\tau|L_z|\tau\rangle=0$. In the basis $(|\tau{\uparrow}\rangle,|{-1}{\downarrow}\rangle)$ the matrix has diagonal $(0,\tfrac12)$ and off-diagonal $-1/\sqrt2$, so $\lambda^2-\tfrac12\lambda-\tfrac12=0$ and $\lambda=1$ or $-\tfrac12$. The value $-\tfrac12$, with vector $(\sqrt2,1)/\sqrt3$, is the $G_{3/2}$ value met above. The value 1, with vector $(1,-\sqrt2)/\sqrt3$, is $E_{5/2}$, at $4e_\pi+\zeta=0.85000$ eV. Its slope along $Q_\theta$ is

$$\tfrac13(2a)+\tfrac23(-a)=0,$$

while the $t_{2g}$ part of $G_{3/2}$ has $\tfrac23(2a)+\tfrac13(-a)=+a$. This accounts for the two numbers at the start. The doublet holds $xy$, $xz$ and $yz$ with equal weight $\tfrac13$. Its charge density has no cross terms between them, because $xy$ has the opposite spin to the other two and $xz$ and $yz$ are a quarter period out of phase. The density is therefore cubic, and a distortion that is not totally symmetric cannot shift its energy in first order, and its time-reversed partner has the same density.

The distortion does connect the doublet to the quartet, with element $\tfrac13(\sqrt2\cdot2a+\sqrt2a)Q_\theta=\sqrt2\,aQ_\theta$ when the small angle $\theta$ is neglected. Across the gap $0.85000-0.77270=0.0773$ eV this pushes the doublet up by about $2a^2Q_\theta^2/0.0773\ \text{eV}\approx2.2\ \text{eV/Å}^2\times Q_\theta^2$. This is the part due to the linear coupling. The second derivative of the field adds to it: with $e_\pi''=n(n+1)e_\pi/R^2=1.5$ eV/Å$^2$ the curvatures are $4e_\pi''/12=0.5$ eV/Å$^2$ for $xy$ and $10e_\pi''/12=1.25$ eV/Å$^2$ for $xz$ and $yz$, whose mean is 1.0 eV/Å$^2$, a further $0.5\ \text{eV/Å}^2\times Q_\theta^2$. The linear description of the two levels separately holds for $\sqrt2\,a|Q_\theta|\ll0.0773$ eV, that is $|Q_\theta|\ll0.19$ Å. Beyond that the distortion outweighs $\zeta$, and the six states separate into one pair of mainly $xy$ character and two pairs of mainly $xz,yz$ character. Their slopes approach $2a,-a,-a$ only if the field is cut off at its linear term. In the full field (5) the curvature is no longer small at such distances: to second order the slope of $xz$ and $yz$ is $-a+1.25\ \text{eV/Å}^2\times Q_\theta$, and it changes sign between $Q_\theta=+0.2$ and $+0.3$ Å.

In a magnetic field, with the free-spin $g$ value set to 2, the moment $L_z+2S_z$ has expectation $\tfrac13(0+1)+\tfrac23(-1-1)=-1$ in this state and $+1$ in its partner. The fourfold axis forbids an element between them for a field along $z$, and the coupling is isotropic because $T_1$ occurs once in the odd square. So $|g|=2$ to first order in the field. Diagonalisation with 1 T along $x$ gives a splitting of 0.1158 meV and $|g|=2.0000$. After a random displacement of all seven atoms, with standard deviation 0.2 Å per coordinate, the ten states form five pairs degenerate to better than the tested $10^{-12}$ eV, with at least 0.1424 eV between pairs, whereas the five spinless orbitals are all split.

### Tetrahedron

At $\mathbf n=(\pm1,\pm1,\pm1)/\sqrt3$, $s=0$ for both $e$ orbitals. With polar angle $\beta$ from the $z$ axis and $|n_x|=|n_y|$, the orbital $z^2$ has $|\mathsf T\mathbf n|^2=(1+3\cos^2\beta)/6$ and $s=(3\cos^2\beta-1)/\sqrt6$, so its $\pi$ weight is $\tfrac13[1+3\cos^2\beta-(3\cos^2\beta-1)^2]=3\cos^2\beta\sin^2\beta=\tfrac34\sin^22\beta$. The orbital $x^2-y^2$ has $s=0$ and $\pi$ weight $\sin^2\beta$. At $\cos^2\beta=\tfrac13$ both equal $\tfrac23$, and four ligands give $\tfrac83e_\pi=0.53333$ eV. For $xy$ the $\sigma$ weight is $3n_x^2n_y^2=\tfrac13$ and the $\pi$ weight $\tfrac23-\tfrac49=\tfrac29$, so $t_2$ lies at $\tfrac43e_\sigma+\tfrac89e_\pi=1.24444$ eV.

The flattening strain moves the ligand at $(1,1,1)$ along $(1,1,-2)$, perpendicular to the bond, by $Q/2$, so each ligand's angle from the nearer end of the $z$ axis grows by $Q/2R$. With $\sin2\beta=2\sqrt2/3$ and $\cos2\beta=-\tfrac13$, the derivatives of the weights are $3\sin2\beta\cos2\beta=-2\sqrt2/3$ for $z^2$ and $\sin2\beta=+2\sqrt2/3$ for $x^2-y^2$. The cross term is proportional to $n_y^2-n_x^2=0$. The $\sigma$ terms are products of two amplitudes that vanish at the reference geometry and have no linear part. The slopes are $\mp F_T$,

$$F_T=4\cdot\frac{2\sqrt2}{3}\cdot\frac{e_\pi}{2R}=\frac{4\sqrt2\,e_\pi}{3R}=0.1886\ \text{eV/Å}.$$

With $e_\pi=0$ this allowed $E\otimes e$ constant is zero, and the computed $\max|W|$ is 0.000000 eV/Å. The zero comes from the form of the $\sigma$-only model and not from the group; it shows why the theorem is stated for a non-zero constant. With spin-orbit coupling the levels are $G_{3/2}$ at 0.52791 and 1.22487 eV and $E_{5/2}$ at 1.29444 eV.

### All level and mode pairs

For the ten levels of the two molecules, with and without spin, the program differentiates (5) with respect to all Cartesian coordinates, projects the displacements on each vibrational species, identifies each level by its character, and forms the norm of the set of matrices $W_a$. It asserts a norm above $10^{-3}$ eV/Å for every species in (4), below $10^{-6}$ eV/Å for every other species, and zero trace for non-symmetric modes. The $E$ levels couple to $a_1$ and $e$; the $T_2$ and $G_{3/2}$ levels to $a_1$, $e$ and $t_2$; the $E_{5/2}$ levels to $a_1$ alone; no ungerade mode couples in the octahedron. Equation (2) is tested separately, for a random combination of the $V_a$ and for a magnetic operator, on the lower $G_{3/2}$ level and on the spinless $T_{2g}$ level in a random complex basis.

### Linear Y-X-Z

Unequal ligands, $(\sigma_1,\pi_1)=(0.8,0.2)$ eV and $(\sigma_2,\pi_2)=(0.5,0.1)$ eV, remove inversion, so that parity cannot be the reason for a vanishing coupling. The levels are $\delta$ at 0, $\pi$ at $P=\pi_1+\pi_2=0.300$ eV and $\sigma$ at $S=\sigma_1+\sigma_2=1.300$ eV. Ligand 1 stays on $z$ and ligand 2 is tilted by $\gamma$ in the $xz$ plane at fixed distance. Equation (5) is even in $\mathbf n$, and a mirror reverses $\gamma$, so $\mathbf n=(s,0,c)$ with $s=\sin\gamma$, $c=\cos\gamma$ may be used.

The orbitals odd under $y\to-y$ are $yz$ and $xy$. The $\pi$ orbital of ligand 2 with $\mathbf a=\hat{\mathbf y}$ is $c\,\mathsf T_{yz}+s\,\mathsf T_{xy}$, so the block has trace $P$ and determinant $(\pi_1+\pi_2c^2)\pi_2s^2-\pi_2^2c^2s^2=\pi_1\pi_2s^2$. The small root is the determinant over the trace to leading order, and the upper root is $E_{\rm odd}=P-\pi_1\pi_2\gamma^2/P$.

In the even basis $(z^2,xz,x^2-y^2)$ the $\sigma$ amplitudes of ligand 2 are $(\tfrac12(3c^2-1),\sqrt3sc,\tfrac{\sqrt3}2s^2)$, and the $\pi$ amplitudes with $\mathbf a=(c,0,-s)$ are $(-\sqrt3sc,\,c^2-s^2,\,sc)$. To the order needed, $V_{xz,xz}=P+(3\sigma_2-4\pi_2)\gamma^2$, $V_{z^2,xz}=\sqrt3(\sigma_2-\pi_2)\gamma$ and $V_{xz,x^2-y^2}=\pi_2\gamma$. The bend has a linear matrix element, but only between different levels, $\Delta m=\pm1$. Second-order perturbation theory gives

$$E_{\rm even}=P+\Big[3\sigma_2-4\pi_2-\frac{3(\sigma_2-\pi_2)^2}{S-P}+\frac{\pi_2^2}{P}\Big]\gamma^2 .$$

In the difference, $\pi_2^2/P+\pi_1\pi_2/P=\pi_2$, and $S-P-(\sigma_2-\pi_2)=\sigma_1-\pi_1$, so

$$E_{\rm even}-E_{\rm odd}=\frac{3(\sigma_1-\pi_1)(\sigma_2-\pi_2)}{S-P}\,\gamma^2=\frac{3\times0.6\times0.4}{1.0}\,\gamma^2=0.7200\ \text{eV}\times\gamma^2 .$$

It vanishes when either ligand is switched off, as it must: without ligand 1 the tilt is a rigid rotation, and without ligand 2 it changes nothing. Diagonalisation at $\gamma=0.02$ gives 0.7199 eV/rad$^2$. The exponents from $\gamma=0.02$ and $0.04$ are 1.999 for $\pi$ and 3.999 for $\delta$, against $2\Lambda=2$ and 4, with corrections of relative order $\gamma^2$ expected from the next term of the series; the $\delta$ coefficient is found numerically to be 0.0410 eV/rad$^4$.

With spin-orbit coupling the top level is an $\Omega=\tfrac12$ doublet, and the transverse displacements give $\max|W|=0.000000$ eV/Å within it. A transverse field splits it with $g=2.2836$, larger than the spin value. The excess is orbital. The block $|0{\uparrow}\rangle,|1{\downarrow}\rangle$ now has diagonal $S$ and $P-\zeta/2$, so $\tan2\theta'=\sqrt6\zeta/(S-P+\zeta/2)=0.12247/1.025=0.1195$, and the upper states are $\cos\theta'|0{\uparrow}\rangle+\sin\theta'|1{\downarrow}\rangle$ and $\cos\theta'|0{\downarrow}\rangle+\sin\theta'|{-1}{\uparrow}\rangle$. Between them $2S_x$ gives $\cos^2\theta'$, and $L_x=\tfrac12(L_++L_-)$ gives two terms $\tfrac{\sqrt6}2\sin\theta'\cos\theta'$. Twice the sum is $g=1+\cos2\theta'+\sqrt6\sin2\theta'=1+0.99294+2.44949\times0.118643=2.2836$.

## A.10 Order of operations for another molecule or level

1. Generate the group as matrices $(R,\pm u)$ with $u$ taken from $(\det R)R$, and confirm closure.
2. Obtain $D(g)$ for the level, and confirm $\langle|\chi|^2\rangle=1$ and $\langle\operatorname{tr}D^2\rangle=\varepsilon$. If the indicator is 0 or $-\varepsilon$, time reversal cannot act within one copy, the physical level is twice as large, and (3) must be applied to the doubled representation.
3. Set $\varepsilon$ from the Hamiltonian in use: $+1$ for any spin-free calculation, $(-1)^N$ with spin-orbit coupling.
4. Form $\chi_{\rm even}$ from (3) and $\chi_{\rm vib}$ from the displacement matrices with rigid motions projected out. The projection matters in $T_d$, where translations are $T_2$ and would add a spurious mode, and a linear molecule has five rigid motions.
5. The active modes are the non-symmetric species common to both; in $O_h$ and $T_d$ the product of the two multiplicities counts the independent constants of that species, two for $t_2$ with a $T$ or $G_{3/2}$ level of $XY_4$. Where $E$ is a pair of complex-conjugate representations treated as one species, as in $T$, the number is twice the product.
6. Compute the constants as $W_a=c^\dagger(\partial H/\partial Q_a)c$ in the degenerate eigenvectors $c$ of the reference geometry, when the basis is orthonormal at every geometry, as in A.9. In an atom-centred basis with overlap matrix $S(Q)$, differentiating $Hc=ESc$ with $c^\dagger Sc=1$ gives instead $W_a=c^\dagger(\partial H/\partial Q_a-E_0\,\partial S/\partial Q_a)c$, and the overlap term cannot be dropped. Slopes taken from sorted eigenvalues need one-sided differences: the lowest eigenvalue behaves as $-|\lambda Q|$ in an $E$ or $G_{3/2}$ level, and a central difference of it returns zero at linear order. The step must also keep $|\lambda Q|$ far below the gap to the next level, 0.0773 eV in the example.

The program and its output follow.

## Values computed for the example and the checks

```
Oh double group: order 96, irreps 16, sum d^2 = 96
Td double group: order 48, irreps 8, sum d^2 = 48
classes E 8C3 3C2 6C4 6C2': chi(g)^2 | chi(g^2) | time-even square
Eg: 4 1 4 0 0 | 2 -1 2 2 2 | 3 0 3 1 1
T1g: 9 0 1 1 1 | 3 0 3 -1 3 | 6 0 2 0 2
T2g: 9 0 1 1 1 | 3 0 3 -1 3 | 6 0 2 0 2
E1/2g: 4 1 0 2 0 | 2 -1 -2 0 -2 | 1 1 1 1 1
E5/2g: 4 1 0 2 0 | 2 -1 -2 0 -2 | 1 1 1 1 1
G3/2g: 16 1 0 0 0 | 4 1 -4 0 -4 | 6 0 2 0 2
Eg: indicator +1, even A1g+Eg, odd A2g
T1g: indicator +1, even A1g+Eg+T2g, odd T1g
T2g: indicator +1, even A1g+Eg+T2g, odd T1g
E1/2g: indicator -1, even A1g, odd T1g
E5/2g: indicator -1, even A1g, odd T1g
G3/2g: indicator -1, even A1g+Eg+T2g, odd A2g+2T1g+T2g
Td even: E:A1+E T1:A1+E+T2 T2:A1+E+T2 E1/2:A1 E5/2:A1 G3/2:A1+E+T2
chi_vib XY6 (E C3 C2 C4 C2' i S6 sh S4 sd): 15 0 -1 1 1 -3 0 5 -1 3
  vibrations: A1g+Eg+T2g+2T1u+T2u
chi_vib XY4 (E C3 C2 S4 sd): 9 0 1 -1 3
  vibrations: A1+E+2T2
Oh orbits, atoms:n(eg),n(t2g): 6:1,1 8:1,2 12:2,2 24:4,4 24:3,5 48:6,9
Td orbits, atoms:n(e),n(t2): 4:1,1 6:1,2 12:3,4 24:6,8
linear triatomic vibrations: 2Sigma++(m=1)
linear level +-1: even Sigma++(m=2), odd Sigma-
linear level +-2: even Sigma++(m=4), odd Sigma-
linear level +-3: even Sigma++(m=6), odd Sigma-
linear level +-0.5: even Sigma+, odd Sigma-+(m=1)
linear level +-1.5: even Sigma+, odd Sigma-+(m=3)
linear level +-2.5: even Sigma+, odd Sigma-+(m=5)
model: R0 = 2.0 A, n = 5, es = 0.8 eV, ep = 0.2 eV
model: zeta = 0.05 eV, K = 15.0 eV/A^2, Delta = 1.600 eV
Oh T2g: E = 0.80000 eV, coupled to a1g eg t2g
Oh Eg: E = 2.40000 eV, coupled to a1g eg
Oh G3/2g: E = 0.77270 eV, coupled to a1g eg t2g
Oh E5/2g: E = 0.85000 eV, coupled to a1g
Oh G3/2g: E = 2.40230 eV, coupled to a1g eg t2g
Td E: E = 0.53333 eV, coupled to a1 e
Td T2: E = 1.24444 eV, coupled to a1 e t2
Td G3/2: E = 0.52791 eV, coupled to a1 e t2
Td G3/2: E = 1.22487 eV, coupled to a1 e t2
Td E5/2: E = 1.29444 eV, coupled to a1
Eg x eg: F = 1.7321 eV/A, diagonalized slopes -1.7320 1.7321 eV/A
rho0 = 0.1155 A, E_JT = 0.1000 eV = 807 cm^-1, gap = 0.4000 eV
bond changes at Q_theta = rho0: axial +0.0667 A, equatorial -0.0333 A
T2g x eg: a = 0.2887 eV/A, slopes -0.2887 -0.2887 0.5774 eV/A
T2g x t2g: b = 0.2000 eV/A, slopes -0.2000 0.0000 0.2000 eV/A
mixing theta = 0.03761 rad, sin^2 = 0.001414
Q_theta slopes: G lower +-0.2907, E5/2 0.0000, G upper +-1.7300 eV/A
Td E x e: F_T = 0.1886 eV/A, slopes -0.1886 0.1886 eV/A
Td E x e with ep = 0: max |W| = 0.000000 eV/A
random 0.2 A distortion: pair splitting 0.0000000000 eV, least gap 0.1424 eV
E5/2 in 1 T: splitting 0.1158 meV, |g| = 2.0000
linear: es [0.8 0.5], ep [0.2 0.1] eV; delta 0.000, pi 0.300, sigma 1.300 eV
pi split/gamma^2 = 0.7199 (formula 0.7200) eV/rad^2, exponent 1.999
delta split/gamma^4 = 0.0410 eV/rad^4, exponent 3.999
top Omega = 1/2 doublet: bend max |W| = 0.000000 eV/A, transverse g = 2.2836
```
